# Why drain coupling peaks at mid-film in a double-gate transistor: verification in Python

```python
# RESULT UNDER TEST
# In a symmetric double-gate film the response D = d(potential)/d(drain voltage)
# is largest at mid-film, and its lowest transverse mode has the ratio
#     surface / centre = cos(k a),   tan(k a) tan(k d) = eps_ox / eps_s,
# a = half film thickness, d = insulator thickness, k = 1/lambda,
# lambda = scale length, x = distance from mid-film, y = distance from source.
# Lengths are in nm and energies in eV unless a name says otherwise.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve


def scale_wavenumber(a, d, eps_s, eps_ox):
    """Lowest root of the matching condition."""
    def mismatch(k):
        return (eps_s * np.sin(k * a) * np.sin(k * d)
                - eps_ox * np.cos(k * a) * np.cos(k * d))
    return brentq(mismatch, 1e-9, np.pi / (2 * max(a, d)), xtol=1e-14)


def transverse_operator(a, d, eps_s, eps_ox, n_film, n_ox):
    """Finite-volume operator from mid-film (no flux) to gate (zero)."""
    width = np.r_[np.full(n_film, a / n_film), np.full(n_ox, d / n_ox)]
    eps = np.r_[np.full(n_film, eps_s), np.full(n_ox, eps_ox)]
    link = eps / width
    half = eps * width / 2
    half_film = np.where(np.arange(len(width)) < n_film, half, 0.0)
    stiffness, weight, film_weight = link.copy(), half.copy(), half_film.copy()
    stiffness[1:] += link[:-1]
    weight[1:] += half[:-1]
    film_weight[1:] += half_film[:-1]
    x = np.r_[0.0, np.cumsum(width)][:-1]
    return x, stiffness, -link[:-1], weight, film_weight


def diagonalized_mode(a, d, eps_s, eps_ox, screening=0.0):
    """Lowest k and surface/centre ratio; screening = 1/Debye length^2."""
    n_film, n_ox = 400, 300
    _, main, off, weight, film = transverse_operator(
        a, d, eps_s, eps_ox, n_film, n_ox)
    root = np.sqrt(weight)
    value, vector = eigh_tridiagonal(
        (main + screening * film) / weight, off / (root[:-1] * root[1:]),
        select='i', select_range=(0, 0))
    mode = vector[:, 0] / root
    return np.sqrt(value[0]), mode[n_film] / mode[0]


def drain_response(a, d, eps_s, eps_ox, length, film_profile):
    """Two-dimensional solution: rows are y, columns are x (gate excluded)."""
    n_film, n_ox, n_y = round(a / 0.1), round(d / 0.1), round(length / 0.1)
    x, main, off, weight, _ = transverse_operator(
        a, d, eps_s, eps_ox, n_film, n_ox)
    step = length / n_y
    drain = np.where(np.arange(len(x)) <= n_film, film_profile(x / a),
                     film_profile(1.0) * (a + d - x) / d)
    across = diags([off, main, off], [-1, 0, 1])
    m = n_y - 1
    along = diags([-np.ones(m - 1), 2 * np.ones(m), -np.ones(m - 1)],
                  [-1, 0, 1]) / step**2
    matrix = kron(identity(m), across) + kron(along, diags(weight))
    source_term = np.zeros((m, len(x)))
    source_term[-1] = weight * drain / step**2
    inside = spsolve(matrix.tocsc(), source_term.ravel()).reshape(m, len(x))
    return np.linspace(0, length, n_y + 1), np.vstack(
        [np.zeros(len(x)), inside, drain]), n_film


# ---------------- example inputs (rough typical values) ----------------
film, d, length = 8.0, 1.0, 20.0
a = film / 2
eps_s, eps_ox, eps_high = 11.7, 3.9, 20.0
phi0, v_low, v_high = 0.45, 0.05, 0.70
temperature, gap = 300.0, 1.12
m_long, m_trans = 0.916, 0.19
n_contact, n_test = 1e20, 1e17            # cm^-3
ox_barrier, ox_mass = 3.1, 0.4
kT = sc.k * temperature / sc.e
h2_2m = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18     # eV nm^2

# ---------------- scale length and mode ratio ----------------
k = scale_wavenumber(a, d, eps_s, eps_ox)
ratio = np.cos(k * a)
d_high = d * eps_high / eps_ox
trend_d = [0.5, 1.0, 2.0, 4.0]
trend = []
for dd, ee in [(t, eps_ox) for t in trend_d] + [(d_high, eps_high)]:
    k_formula = scale_wavenumber(a, dd, eps_s, ee)
    k_numeric, r_numeric = diagonalized_mode(a, dd, eps_s, ee)
    assert abs(k_numeric / k_formula - 1) < 2e-5
    assert abs(r_numeric - np.cos(k_formula * a)) < 2e-5
    r_cot = 1 / np.sqrt(1 + (ee / eps_s / np.tan(k_formula * dd))**2)
    assert abs(r_numeric - r_cot) < 2e-5
    trend.append(r_numeric)
assert np.all(np.diff(trend[:4]) > 0)     # weaker gate clamp, flatter mode
k_high = scale_wavenumber(a, d_high, eps_s, eps_high)


def parabolic_ratio(e_ox):
    return 1 / (1 + e_ox * film / (4 * eps_s * d))


weak = 0.1                                # weak clamp: parabola must be good
clamp = weak * a / (eps_s * d)
assert abs(diagonalized_mode(a, d, eps_s, weak)[1]
           - parabolic_ratio(weak)) < clamp**2
r_par = parabolic_ratio(eps_ox)
lambda_par = a / np.sqrt(2 * (1 - r_par))

# ---------------- full two-dimensional drain response ----------------
y, D, surf = drain_response(a, d, eps_s, eps_ox, length,
                            lambda s: np.ones_like(s))
with_gate = np.hstack([D, np.zeros((len(y), 1))])
assert np.all(np.diff(with_gate[1:-1], axis=1) < 0)   # peak at mid-film
mid = len(y) // 2
ratio_mid = D[mid, surf] / D[mid, 0]
assert abs(ratio_mid - ratio) < 2e-3
amplitude = 2 * eps_ox * np.cos(k * a) / (k**2 * d * (
    eps_s * a + eps_ox * d * (np.cos(k * a) / np.sin(k * d))**2))
one_mode_mid = amplitude * np.sinh(k * length / 2) / np.sinh(k * length)
assert abs(one_mode_mid / D[mid, 0] - 1) < 3e-3
j12 = round(12 / (y[1] - y[0]))
assert abs(D[j12, 0] / D[mid, 0]
           / (np.sinh(k * y[j12]) / np.sinh(k * y[mid])) - 1) < 3e-3
near = {}
for distance in (1, 2, 4):
    j = len(y) - 1 - round(distance / (y[1] - y[0]))
    near[distance] = D[j, surf] / D[j, 0]

# A surface-peaked drain profile breaks the rule near the drain only.
_, R, _ = drain_response(a, d, eps_s, eps_ox, length,
                         lambda s: 0.4 + 0.6 * s**2)
assert R[-2, surf] > R[-2, 0]
assert abs(R[mid, surf] / R[mid, 0] - ratio) < 1e-2
centre_wins = (R[:, 0] > R[:, surf])[::-1]
takeover = length - y[::-1][np.argmax(centre_wins)]

# ---------------- barrier tops ----------------
tops = {}
for v in (v_low, v_high):
    energy = phi0 * (1 - D[::-1]) - (phi0 + v) * D
    tops[v] = (energy[:, 0].max(), energy[:, surf].max())
    P, Q = phi0, phi0 + v
    lowering = amplitude * np.sqrt(
        2 * P * Q * np.cosh(k * length) - P**2 - Q**2) / np.sinh(k * length)
    assert abs(phi0 - lowering - tops[v][0]) < 1e-3
    assert abs(phi0 - lowering * ratio - tops[v][1]) < 1e-3
centre_top, surface_top = tops[v_high]
dibl = [1e3 * (tops[v_low][i] - tops[v_high][i]) / (v_high - v_low)
        for i in (0, 1)]
assert abs(dibl[1] / dibl[0] - ratio) < 1e-2
preference = np.exp((surface_top - centre_top) / kT)
top_index = int(np.argmax(energy[:, 0]))

# ---------------- size of neglected effects ----------------
# Mobile charge: uniform linear screening in the film, and contact spill-over.
eps_cm = eps_s * sc.epsilon_0 / 100       # F/cm
n_critical = eps_cm * kT / (sc.e * (1e-7 / k)**2)
screened_k, screened_ratio = diagonalized_mode(
    a, d, eps_s, eps_ox, k**2 * n_test / n_critical)
m_dos = (36 * m_long * m_trans**2)**(1 / 3)
N_c = 2e-6 * (2 * np.pi * m_dos * sc.m_e * sc.k * temperature / sc.h**2)**1.5
n_top = N_c * np.exp(-centre_top / kT)
spill = np.interp(kT * np.log(N_c / n_critical),
                  energy[:top_index + 1, 0], y[:top_index + 1])

# Confinement: hard-wall film with the transverse barrier-top profile.
x_q = np.linspace(-a, a, 802)[1:-1]
step_q = x_q[1] - x_q[0]
confined = []
for mass in (m_long, m_trans):
    hop = h2_2m / mass / step_q**2
    level, psi = eigh_tridiagonal(
        2 * hop + lowering * (1 - np.cos(k * x_q)),
        -hop * np.ones(len(x_q) - 1), select='i', select_range=(0, 0))
    confined.append((level[0], np.sum(psi[:, 0]**2 * np.cos(k * x_q))))

# Tunnelling under a parabolic barrier top, relative to classical emission.
curvature = lowering * k**2               # eV/nm^2
alpha = np.sqrt(2 * h2_2m * curvature / m_trans) / (2 * np.pi * kT)
assert alpha < 1
tunnel_gain = np.pi * alpha / np.sin(np.pi * alpha)
gain_numeric = quad(lambda t: np.exp(-t) / (1 + np.exp(-t / alpha)),
                    -40, 40, points=[0], limit=300)[0]
assert abs(gain_numeric / tunnel_gain - 1) < 1e-5

# Drain-end field, contact depletion, gate and band-to-band tunnelling.
step = y[1] - y[0]
field = abs(3 * energy[-1, 0] - 4 * energy[-2, 0] + energy[-3, 0]) / (2 * step)
depletion = eps_cm * field * 1e7 / (sc.e * n_contact) * 1e7
gate_T = np.exp(-2 * d * np.sqrt(ox_mass * ox_barrier / h2_2m))
window = surface_top + v_high - gap

# ---------------- output ----------------
print(f"film, oxide, channel length: {film:.1f}, {d:.1f}, {length:.1f} nm")
print(f"relative permittivity film, oxide: {eps_s:.1f}, {eps_ox:.1f}")
print(f"long-channel barrier: {phi0:.2f} eV")
print(f"low, high drain bias: {v_low:.2f}, {v_high:.2f} V")
print(f"temperature: {temperature:.0f} K; kT: {1e3*kT:.2f} meV")
print(f"scale length lambda: {1/k:.4f} nm")
print(f"mode phase at surface k*a: {k*a:.4f} rad")
print(f"mode phase across oxide k*d: {k*d:.4f} rad")
print(f"surface/centre ratio, formula: {ratio:.4f}")
print(f"surface/centre ratio, diagonalized: {trend[1]:.4f}")
print(f"parabolic estimate of ratio: {r_par:.4f}")
print(f"parabolic estimate of lambda: {lambda_par:.4f} nm")
for t, r in zip(trend_d, trend):
    print(f"ratio for oxide thickness {t:.1f} nm: {r:.4f}")
print(f"high-k permittivity, thickness: {eps_high:.1f}, {d_high:.3f} nm")
print(f"high-k lambda: {1/k_high:.4f} nm; ratio: {trend[4]:.4f}")
print(f"lowest-mode amplitude A: {amplitude:.4f}")
print(f"mid-channel centre response, 2D: {D[mid,0]:.5f} V/V")
print(f"mid-channel centre response, one mode: {one_mode_mid:.5f} V/V")
print(f"mid-channel surface response, 2D: {D[mid,surf]:.5f} V/V")
print(f"mid-channel surface/centre, 2D: {ratio_mid:.4f}")
for distance, r in near.items():
    print(f"2D surface/centre {distance} nm from drain: {r:.4f}")
print(f"surface-peaked drain: centre leads beyond {takeover:.1f} nm")
print(f"surface-peaked drain: mid ratio {R[mid,surf]/R[mid,0]:.4f}")
for v in tops:
    print(f"barrier top at {v:.2f} V, centre: {tops[v][0]:.4f} eV")
    print(f"barrier top at {v:.2f} V, surface: {tops[v][1]:.4f} eV")
print(f"barrier lowering centre, surface: {dibl[0]:.1f}, {dibl[1]:.1f} mV/V")
print(f"Boltzmann factor centre/surface, high bias: {preference:.2f}")
print(f"barrier-top position from source: {y[top_index]:.1f} nm")
print(f"density at centre barrier top: {n_top:.2e} cm^-3")
print(f"density with Debye length = lambda: {n_critical:.2e} cm^-3")
print(f"ratio with uniform {n_test:.0e} cm^-3: {screened_ratio:.4f}")
print(f"decay length with that density: {1/screened_k:.4f} nm")
print(f"source spill-over distance, estimate: {spill:.2f} nm")
for mass, (level, mean) in zip((m_long, m_trans), confined):
    print(f"mass {mass:.3f} m_e: level above centre {1e3*level:.1f} meV")
    print(f"mass {mass:.3f} m_e: mean/centre coupling {mean:.4f}")
print(f"source-drain tunnelling current factor: {tunnel_gain:.3f}")
print(f"centre field at drain: {10*field:.2f} MV/cm")
print(f"contact doping: {n_contact:.0e} cm^-3; depletion: {depletion:.2f} nm")
print(f"oxide barrier, mass: {ox_barrier:.1f} eV, {ox_mass:.1f} m_e")
print(f"gate-oxide tunnelling probability: {gate_T:.2e}")
print(f"silicon gap used: {gap:.2f} eV")
print(f"band-to-band window (negative = closed): {window:.3f} eV")
print("success")
```

Running it gives:

```
film, oxide, channel length: 8.0, 1.0, 20.0 nm
relative permittivity film, oxide: 11.7, 3.9
long-channel barrier: 0.45 eV
low, high drain bias: 0.05, 0.70 V
temperature: 300 K; kT: 25.85 meV
scale length lambda: 4.2319 nm
mode phase at surface k*a: 0.9452 rad
mode phase across oxide k*d: 0.2363 rad
surface/centre ratio, formula: 0.5856
surface/centre ratio, diagonalized: 0.5856
parabolic estimate of ratio: 0.6000
parabolic estimate of lambda: 4.4721 nm
ratio for oxide thickness 0.5 nm: 0.4008
ratio for oxide thickness 1.0 nm: 0.5856
ratio for oxide thickness 2.0 nm: 0.7500
ratio for oxide thickness 4.0 nm: 0.8660
high-k permittivity, thickness: 20.0, 5.128 nm
high-k lambda: 4.9913 nm; ratio: 0.6957
lowest-mode amplitude A: 1.1489
mid-channel centre response, 2D: 0.10718 V/V
mid-channel centre response, one mode: 0.10720 V/V
mid-channel surface response, 2D: 0.06282 V/V
mid-channel surface/centre, 2D: 0.5861
2D surface/centre 1 nm from drain: 0.7492
2D surface/centre 2 nm from drain: 0.6667
2D surface/centre 4 nm from drain: 0.6078
surface-peaked drain: centre leads beyond 1.6 nm
surface-peaked drain: mid ratio 0.5873
barrier top at 0.05 V, centre: 0.3483 eV
barrier top at 0.05 V, surface: 0.3904 eV
barrier top at 0.70 V, centre: 0.2965 eV
barrier top at 0.70 V, surface: 0.3600 eV
barrier lowering centre, surface: 79.7, 46.8 mV/V
Boltzmann factor centre/surface, high bias: 11.64
barrier-top position from source: 8.0 nm
density at centre barrier top: 2.86e+14 cm^-3
density with Debye length = lambda: 9.33e+17 cm^-3
ratio with uniform 1e+17 cm^-3: 0.5861
decay length with that density: 4.0244 nm
source spill-over distance, estimate: 1.29 nm
mass 0.916 m_e: level above centre 13.6 meV
mass 0.916 m_e: mean/centre coupling 0.9611
mass 0.190 m_e: level above centre 39.3 meV
mass 0.190 m_e: mean/centre coupling 0.9479
source-drain tunnelling current factor: 1.252
centre field at drain: 1.89 MV/cm
contact doping: 1e+20 cm^-3; depletion: 1.22 nm
oxide barrier, mass: 3.1 eV, 0.4 m_e
gate-oxide tunnelling probability: 1.11e-05
silicon gap used: 1.12 eV
band-to-band window (negative = closed): -0.060 eV
success
```
